# How Reversible Wall Adsorption Slows a Purge Front in a Tube

**Q.** An adsorbed molecule sits still, while its neighbours in the gas travel with the flow. I would expect a purge to clear the gas at the flow speed and leave a dirty wall behind. Why should there be one slow front?

**A.** Because clean gas arriving over a loaded wall does not stay clean. Molecules desorb into it. If this exchange is fast compared with the purge, the gas at a given place becomes clean only as the wall there is emptied. With very slow desorption the gas would indeed clear first, as you expect. To find the speed, take a long straight tube of radius $a$, with steady, isothermal, laminar flow

$$u(r)=2U\left(1-\frac{r^2}{a^2}\right),$$

where $U$ is the average over the cross-section. The adsorbing species is dilute, so it does not alter the flow. Its concentration is $c(x,r,t)$, its diffusion coefficient is $D$, and its surface density on the wall is $\Gamma(x,t)$. Subscripts $x,r,t$ denote derivatives. Then

$$c_t+u\,c_x=D\left(c_{xx}+\nabla_r^2c\right),\qquad \nabla_r^2c=\frac1r\left(r\,c_r\right)_r,$$

$$\Gamma_t=-D\,c_r(a)=k_a\,c(a)-k_d\,\Gamma .$$

The first equality in the second line says that what the wall gains is what diffuses into it. At equilibrium $\Gamma=Kc$ with $K=k_a/k_d$, which is a length. These relations hold in any consistent units, atomic units included.

Initially the region $x>0$ is filled at equilibrium, with gas concentration $c_0$, and the region $x<0$ is clean.

**Q.** The gas moves fast on the axis and not at all at the wall. Surely the front speed depends on how quickly molecules cross the tube?

**A.** Count all molecules, and that dependence drops out. Let $\langle\cdot\rangle$ be the average over the cross-section. The wall has perimeter $2\pi a$ per area $\pi a^2$, so the inventory per unit volume is

$$w=\langle c\rangle+\frac{2\Gamma}{a}.$$

Averaging the radial diffusion term gives

$$D\langle\nabla_r^2c\rangle=\frac{2}{a^2}\int_0^a D\,(r c_r)_r\,dr=\frac{2D}{a}c_r(a)=-\frac2a\Gamma_t .$$

The gas equation therefore becomes a conservation law,

$$w_t+J_x=0,\qquad J=\langle uc\rangle-D\langle c\rangle_x .$$

A smeared front needs a definite position. Use the equal-area position: the place where a sharp step would hold the same inventory. With $H$ the unit step and $w_0$ the initial inventory density on the filled side,

$$X(t)=\int_{-\infty}^{\infty}\left[H(x)-\frac{w}{w_0}\right]dx .$$

For a sharp front at $X$ this integral does return $X$. Differentiating,

$$\frac{dX}{dt}=-\frac1{w_0}\int w_t\,dx=\frac{J(\infty)-J(-\infty)}{w_0}.$$

Far upstream there is no adsorbate, so $J=0$. Far downstream the gas is still uniform, so $J=Uc_0$. The initial equilibrium gives $w_0=c_0+2Kc_0/a$. Hence

$$\boxed{\;V\equiv\frac{dX}{dt}=\frac{U}{1+k},\qquad k=\frac{2K}{a}\;}$$

Here $k$ is the ratio of adsorbed to gaseous molecules at equilibrium. A fraction $1/(1+k)$ of the inventory is in the gas, and only that fraction is carried.

**Q.** You never used fast adsorption. Is that condition superfluous?

**A.** For this definition of the front, yes: the result holds at every time, for any exchange rate. Speed of exchange matters for whether the front is sharp enough to deserve the name. We need its width.

The derivative $w_x/w_0$ is a pulse of unit area, built from $c_x$ and $\Gamma_x$, which obey the same linear equations as $c$ and $\Gamma$. Look for solutions

$$c=f(r)e^{sx+\lambda t},\qquad \Gamma=Ge^{sx+\lambda t}.$$

If the slowest-decaying branch is $\lambda(s)=-Vs+Es^2+\dots$, the transform $\int (w_x/w_0)e^{-sx}dx$ evolves at long times as $e^{\lambda t}$ times a fixed function of $s$. Minus the first derivative of its logarithm at $s=0$ is the mean, which grows as $Vt$. The second derivative is the variance, which grows as $2Et$. So $E$ is the spreading coefficient.

The wall equation gives $\lambda G=k_af(a)-k_dG$, hence $G=Kf(a)/(1+\lambda/k_d)$, and the problem to solve is

$$\lambda f+suf=D\left(s^2f+\nabla_r^2f\right),\qquad -Df'(a)=\frac{\lambda Kf(a)}{1+\lambda/k_d}.$$

Expand $f=1+sf_1+s^2f_2+\dots$. At first order,

$$u-V=D\nabla_r^2f_1,\qquad Df_1'(a)=KV .$$

Multiply the first equation by $r$ and integrate from the axis:

$$D\,r f_1'=Ur^2-\frac{Ur^4}{2a^2}-\frac{Vr^2}{2}.$$

At $r=a$ this reads $Df_1'(a)=a(U-V)/2$. Equating it to $KV$ gives $U-V=kV$, the same speed as before. Divide by $r$, integrate again and substitute $U=(1+k)V$. With $y=r^2/a^2$,

$$f_1=\frac{a^2V}{8D}\left[2(1+2k)y-(1+k)y^2\right].$$

**Q.** An integration constant is missing there.

**A.** It cancels at the next order, as follows. The terms in $s^2$ are

$$E-Vf_1+uf_1=D+D\nabla_r^2f_2,$$

$$-Df_2'(a)=K\left[E-Vf_1(a)-\frac{V^2}{k_d}\right],$$

where the last term comes from $\lambda/(1+\lambda/k_d)=\lambda-\lambda^2/k_d+\dots$. Average the first equation, using $\langle\nabla_r^2f_2\rangle=2f_2'(a)/a$:

$$E+\langle(u-V)f_1\rangle=D-k\left[E-Vf_1(a)-\frac{V^2}{k_d}\right],$$

$$(1+k)E=D-\langle(u-V)f_1\rangle+kVf_1(a)+\frac{kV^2}{k_d}.$$

Adding a constant $C$ to $f_1$ changes the right side by $-(U-V)C+kVC=0$, so the constant is irrelevant.

For the average, write $p=1+2k$ and $q=1+k$. Then $u-V=V(p-2qy)$. Since $y$ is uniformly distributed over the cross-section, $\langle y^n\rangle=1/(n+1)$, and

$$\begin{aligned}
\langle(u-V)f_1\rangle&=\frac{a^2V^2}{8D}\left\langle2p^2y-5pq\,y^2+2q^2y^3\right\rangle\\
&=\frac{a^2V^2}{8D}\left(p^2-\frac53pq+\frac12q^2\right)\\
&=\frac{a^2V^2}{8D}\,\frac{7k^2-1}{6}.
\end{aligned}$$

In the last step the terms linear in $k$ cancel: $4-5+1=0$. At the wall, $f_1(a)=a^2V(1+3k)/(8D)$. The two flow terms together are

$$\frac{a^2V^2}{8D}\left[\frac{1-7k^2}{6}+k+3k^2\right]=\frac{a^2V^2}{48D}\left(1+6k+11k^2\right).$$

Divide by $1+k$ and insert $V=U/(1+k)$:

$$E=\frac{D}{1+k}+\frac{(1+6k+11k^2)\,a^2U^2}{48D(1+k)^3}+\frac{kU^2}{k_d(1+k)^3}.$$

The terms describe axial diffusion, unequal flow speeds across the tube, and delayed desorption. "Fast enough" now has a meaning: with the last term included, the width on arrival at distance $L$, $\sqrt{2EL/V}$, must be much less than $L$.

**Q.** Does this behave sensibly for a wall that adsorbs nothing, and for one that adsorbs a great deal?

**A.** For $k\to0$ we get $V=U$ and $E=D+a^2U^2/(48D)$, the Taylor–Aris result for an inert wall. For $k\gg1$, hold $k_a$ fixed and use $k_d=k_a/K=2k_a/(ak)$. Then

$$\frac EV\to\frac DU+\frac{11a^2U}{48D}+\frac{aU}{2k_a}.$$

This does not contain $K$. A very sticky wall delays the front in proportion to $K$, but its spatial width on arrival tends to a fixed value.

**Q.** A sensor sees gas, not your inventory. Does the gas front have the same speed?

**A.** At long times, yes. To first order in $s$, the averaged gas amplitude is $1+s\langle f_1\rangle$, while $G/K=1+s[f_1(a)+V/k_d]$. To this order, a factor $1+s\delta$ turns $e^{sx}$ into $e^{s(x+\delta)}$, which is a shift upstream by $\delta$. The wall amplitude carries such a factor relative to the gas, so the gas front leads the wall front by

$$\delta=f_1(a)-\langle f_1\rangle+\frac V{k_d}=\frac{a^2V(1+4k)}{24D}+\frac V{k_d},$$

where $\langle f_1\rangle=a^2V(2+5k)/(24D)$. The lead is constant, so the speeds agree. Early on, before the lead is established, they need not.

**Q.** Where would a length like $K$ come from?

**A.** From the excess of molecules held near the surface. Suppose the binding potential $v(z)$ depends only on the distance $z$ from the wall. Friction is assumed to keep travel along the wall negligible, as the transport equations above require; it does not change the equilibrium. Classically, with $k_B$ the Boltzmann constant, $T$ the temperature and $m$ the molecular mass,

$$K=\int\left(e^{-v/k_BT}-1\right)dz .$$

For a deep harmonic well, $v=-\varepsilon+\tfrac12m(2\pi\nu)^2z^2$, the $-1$ is negligible and the Gaussian integral gives

$$K=\frac{1}{\nu}\sqrt{\frac{k_BT}{2\pi m}}\;e^{\varepsilon/k_BT}.$$

The square root is the impingement speed: times $c$, it is the number of molecules striking unit area per unit time. If a small fraction $S$ of them sticks, $k_a$ is $S$ times this speed. Near $S=1$ the gas beside the wall is itself disturbed by the exchange, and $k_a$ is larger by a factor of about 1.7 to 2, depending on the kinetic model. We keep the simple rule there too, because in the example below desorption then adds very little to the spreading. Since $K$ is an equilibrium quantity, $k_d=k_a/K$ falls by the same factor $S$. Poor sticking slows the exchange without changing $K$.

**Q.** Put numbers in. Does it matter in a deposition reactor?

**A.** Consider the last trace of water being purged by nitrogen from a hot-wall tube at 1 Torr and 400 K. Rough round values are $a=2$ cm, $L=100$ cm, $U=500$ cm/s and $D=300$ cm²/s. The well has $\varepsilon=0.68$ eV and $\nu=3\times10^{12}$ Hz, chosen for illustration. With $k_BT=0.03447$ eV and an impingement speed of 17148 cm/s,

$$K=\frac{17148}{3\times10^{12}}\,e^{0.68/0.03447}\ \text{cm}\approx2.11\ \text{cm},$$

or $2.11\times10^8$ angstrom. This is no layer thickness: it is the depth of gas that holds as many molecules as the wall beneath it. Then

$$k=\frac{2(2.11)}{2}=2.11,\qquad V=\frac{500}{3.11}\approx161\ \text{cm/s}.$$

The front arrives after 0.62 s instead of 0.20 s. For sticking $S=1$, the three parts of $E$ are 96, 145 and 2 cm²/s, in total 243 cm²/s. The width on arrival is $\sqrt{2(243)(0.622)}\approx17$ cm, so the front is recognisable but not thin. The gas leads the wall by only about 0.9 cm.

**Q.** A process engineer wants the time to reach 1%, not the arrival of the middle.

**A.** At long times the pulse is nearly Gaussian, so the remaining fraction at $L$ is approximately

$$\frac{c}{c_0}\approx\frac12\,\mathrm{erfc}\left(\frac{Vt-L}{\sqrt{4Et}}\right).$$

It equals 0.01 when the argument is 1.645. At $t=0.93$ s the numerator is $160.7(0.93)-100\approx49.5$ cm and the denominator is $\sqrt{4(243)(0.93)}\approx30.1$ cm, which gives that ratio. Without adsorption the same criterion gives 0.27 s.

A numerical solution of the full equations in $r$ and $x$, in a tube continuing beyond both ends, gives 0.91 s. The formula is about 2% later. The value 0.91 s does not change on refining the radial resolution. The formula ignores the small lead of the gas, worth about 0.004 s, and the remaining asymmetry of the front (skewness about 0.14, with the trailing side steeper than a Gaussian), which accounts for most of the difference.

**Q.** Now make the exchange slow. I still doubt that the speed survives.

**A.** Reduce the sticking to 0.01, keeping $K$ fixed. The desorption part of $E$ rises a hundredfold, from 2.16 to 216 cm²/s, and the total becomes 457 cm²/s. The numerical solution gives 456 cm²/s. Its gas half-height moves at 160.6 cm/s between 0.3 and 0.6 s, against 160.7 cm/s from the formula. The front is broader, not slower. This exchange is still fast compared with the purge, since $k_d\approx81$ s⁻¹. At a sticking of $10^{-4}$, $k_d$ is only about 0.8 s⁻¹, and much of the gas clears well before the wall does, as you first expected. The equal-area position of the inventory still moves at $U/(1+k)$, but in a tube of this length the gas no longer shows that speed.

**Q.** A wall has a finite number of sites. After a real dose it is nearly full, so how can $\Gamma=Kc$ hold?

**A.** It cannot: the linear law holds only at low coverage. Take a Langmuir wall with $N_s$ sites per area, assume the same $K$ at low coverage, and let $g=Kc/N_s$:

$$\Gamma=\frac{Kc}{1+g},\qquad \frac{d\Gamma}{dc}=\frac{K}{(1+g)^2}.$$

With local equilibrium and no spreading, the conservation law becomes

$$\left[1+\frac{k}{(1+g)^2}\right]c_t+Uc_x=0,$$

so each concentration level travels at its own speed,

$$V(g)=\frac{U}{1+k/(1+g)^2}.$$

For $N_s=10^{15}$ cm⁻² and a trace pressure of $10^{-4}$ Torr, the coverage is 0.5% and the speed is 162 cm/s, within 1% of the linear result. At a dose pressure of 0.1 Torr the coverage is 84% and the speed is 473 cm/s. In a purge the high concentrations lie downstream and run ahead, so the profile opens into a fan. Its last trace moves at $U/(1+k)$.

The equal-area argument still works if $w_0=c_0+2\Gamma_0/a$ is used, where $\Gamma_0$ is the initial surface density. Here $1/(1+g)=1-0.836=0.164$, so the equal-area speed from full dose is $500/[1+2.11(0.164)]\approx371$ cm/s. At this dose water is a tenth of the gas, so its effect on the flow, neglected here, changes the equal-area speed by a few percent. The linear formula would badly misstate that average, yet it gives the speed of the last trace. A strict purge time depends on that speed and also on the spreading, which the fan leaves out.

**Q.** How far would you trust this in a real reactor?

**A.** For the trend, and for the size of the delay once $K$ has been measured on the actual wall, provided that water adsorbs and leaves without dissociating. If it splits into two fragments on separate sites, the equilibrium coverage varies as $\sqrt c$ at low concentration. Then no constant $K$ exists, and with local equilibrium ever weaker traces travel ever more slowly. Pressures near 1 Torr and temperatures of a few hundred kelvin are used in thermal atomic layer deposition in flowing nitrogen. The trace pressure is deliberately far below a dose, and a straight 2 cm tube is simpler than a production chamber with gaps and dead volumes. One doubtful assumption is that all sites bind equally. A Gaussian spread of 0.05 eV about the same mean energy multiplies the low-coverage $K$ by 2.86. In the limit of vanishing coverage this gives $k\approx6.0$ and $V\approx71$ cm/s, less than half the earlier value; at the trace pressure used above the speed is already somewhat higher. The strongest sites saturate first, so this larger $K$ applies only at the lowest coverages and slows mainly the last trace. Wall temperature matters too: a wall 10 K cooler, with gas flow and diffusion held fixed, has $k=3.46$ and $V=112$ cm/s, a loss of 30%.

The well model is also idealized: it leaves out hindered rotation and confinement to sites, either of which can lower $K$ strongly at fixed well depth. Confinement to $10^{15}$ sites per cm² lowers it about sevenfold for a 0.1 eV barrier between sites, and about 30-fold if the lateral vibrations are as stiff as the normal one. Librations of 250 to 500 cm⁻¹ in place of free rotation lower it by factors from about 15 to several hundred. The $K$ obtained above from $\varepsilon$ and $\nu$ is therefore only an illustration. A measured $K$ already includes them.

The following corrections are smaller here. The pressure drop is 1.7% of the total pressure, the relative slip correction to the flow is about 1.5%, and the laminar profile develops within a few centimetres. Replacing the harmonic well by a Morse well of equal depth and frequency raises $K$ by 3%; quantizing the harmonic motion lowers it by 0.5%. These few-percent corrections are minor beside the uncertainty in binding energy, which enters $K$ through an exponential. The remaining values are in the numerical output.

## Numbers as computed

```
Tube radius a = 2.0 cm
Tube length L = 100 cm
Mean gas speed U = 500 cm/s
Temperature = 400 K
Total pressure = 1.0 Torr
Diffusion coefficient D = 300 cm2/s
Carrier viscosity = 2.2e-05 Pa s
Well depth = 0.68 eV
Well frequency = 3.0e+12 Hz
Thermal energy kB*T = 0.03447 eV
Impingement speed = 17148 cm/s
Wall constant K = 2.112 cm = 2.112e+08 angstrom
Retention k = 2K/a = 2.112
Front speed V = 160.7 cm/s
Arrival time without adsorption L/U = 0.200 s
Arrival time with adsorption L/V = 0.622 s
Desorption rate, sticking 1 = 8119 1/s
Radial diffusion time a^2/D = 0.0133 s
Spreading, axial diffusion part = 96.4 cm2/s
Spreading, flow-profile part = 144.6 cm2/s
Spreading, desorption part = 2.16 cm2/s
Spreading coefficient E = 243.1 cm2/s
Front width at arrival sqrt(2EL/V) = 17.4 cm
Time to 1% at outlet, formula = 0.930 s
Time to 1% at outlet, simulation = 0.909 s
Time to 1% without adsorption, formula = 0.265 s
Simulated half-height speed, sticking 1 = 160.7 cm/s
Simulated spreading, sticking 1 = 242.5 cm2/s
Low sticking value = 0.01
Simulated half-height speed, low sticking = 160.6 cm/s
Spreading at low sticking, formula = 456.7 cm2/s
Spreading at low sticking, simulation = 456.1 cm2/s
Largest relative error of V, eigenvalue test = 4.4e-04
Largest relative error of E, eigenvalue test = 3.7e-04
Wall site density = 1.0e+15 1/cm2
Trace pressure = 1.0e-04 Torr
Wall coverage at trace pressure = 0.0051
Langmuir level speed at trace = 161.8 cm/s
Dose pressure = 0.1 Torr
Wall coverage at dose pressure = 0.836
Langmuir level speed at dose = 473 cm/s
Site-energy standard deviation = 0.05 eV
Factor on K from site-energy spread = 2.86
Retention k with wall 10 K cooler = 3.46
Front speed with wall 10 K cooler = 112.1 cm/s
Pressure drop / total pressure = 0.0165
Carrier molecular diameter = 3.7 angstrom
Mean free path / radius = 0.00341
Relative slip correction 4*path/radius = 0.0136
Reynolds number = 10.2
Flow entrance length = 2.4 cm
K of Morse well / K of harmonic well = 1.028
Quantum K / classical K, harmonic well = 0.9946
```
